# Graphene plasmon dispersion from the pole of the electrostatic reflection coefficient

## Question

I am working on near-field heat transfer between surfaces a few tens of nanometres apart, and one of them is graphene. An exercise gives a freestanding sheet with the intraband Drude conductivity

$$\sigma(\omega)=\frac{i}{\pi}\,\frac{E_F}{\omega+i\gamma}$$

in atomic units. It asks for the plasmon dispersion from the pole of the electrostatic reflection coefficient, and for a proof that the frequency scales as the square root of the wavevector.

I am stuck in three places. I don't know how to get a reflection coefficient for something with no thickness. I don't see where a square root could come from, since a bulk Drude metal has a plasma frequency that does not depend on wavevector at long wavelength. And with $\gamma\neq0$ the pole is complex, so I am not sure what "the frequency" means or whether the scaling survives. What would the numbers be for $E_F=0.3$ eV and a 50 nm gap?

## Answer

You need only the potential on the two sides of the sheet and the charge that the current piles up on it. I use $e=\hbar=4\pi\varepsilon_0=1$ and fields varying as $e^{iqx-i\omega t}$ with $q>0$. The sheet is infinite, flat, at $z=0$, with vacuum on both sides. "Electrostatic" means that retardation is dropped, which requires $q\gg\omega/c$.

### Where the conductivity comes from

Near the Dirac points the energy is $E=vk$, so $E_F=vk_F$. A uniform field shifts the filled disk of states by a small $\delta$ along $x$. Its edge moves to $R(\theta)\simeq k_F+\delta\cos\theta$. With spin and valley degeneracy 4, the particle current is

$$4\int\frac{d^2k}{(2\pi)^2}\,v\cos\theta=\frac{v}{\pi^2}\int_0^{2\pi}\cos\theta\,\frac{R^2}{2}\,d\theta=\frac{v k_F\delta}{\pi}=\frac{E_F\,\delta}{\pi}.$$

The $k_F^2$ part of $R^2$ averages to zero, and the part $2k_F\delta\cos\theta$ gives $\int\cos^2\theta\,d\theta=\pi$.

Electrons have charge $-1$, so $\dot\delta=-E-\gamma\delta$. With $\dot\delta=-i\omega\delta$ this gives $\delta=-iE/(\omega+i\gamma)$. The electric current is minus the particle current, $j=-E_F\delta/\pi=\sigma E$, with your $\sigma$.

### The reflection coefficient

Let a distant source above the sheet produce the potential $\phi_0e^{qz}$ near it. This solves $\phi''-q^2\phi=0$, Laplace's equation for wavevector $q$. The sheet responds with a charge density $\rho$ per area, whose potential must decay on both sides: $\phi_{\rm ind}=Ae^{-q|z|}$. Its slope jumps by $-2qA$ at $z=0$, and Poisson's equation requires a jump of $-4\pi\rho$. Hence

$$A=\frac{2\pi\rho}{q}.$$

The charge follows from continuity, $-i\omega\rho+iqj=0$, so $\rho=qj/\omega$. The current is driven by the total field in the sheet, $E=-iq\phi$, where $\phi=\phi_0+A$. Therefore

$$\rho=-\frac{iq^2\sigma}{\omega}\,\phi .$$

Inserting this in $\phi=\phi_0+2\pi\rho/q$ gives

$$\varepsilon\,\phi=\phi_0,\qquad \varepsilon(q,\omega)=1+\frac{2\pi i q\,\sigma(\omega)}{\omega}.$$

Define $r$ by writing the potential between source and sheet as $\phi_0(e^{qz}-re^{-qz})$. With this sign a perfect conductor has $r=1$. Then $-r\phi_0=A=\phi-\phi_0$, so

$$r=1-\frac1\varepsilon .$$

No thickness is needed: the sheet enters through its surface charge.

Now insert the Drude conductivity. Since $i\cdot i=-1$,

$$\varepsilon=1-\frac{2E_Fq}{\omega(\omega+i\gamma)},\qquad r=\frac{2E_Fq}{2E_Fq-\omega(\omega+i\gamma)} .$$

### The pole and the square root

At a pole of $r$ there can be an induced potential with no source. That is a free oscillation of the sheet, the plasmon. The denominator vanishes when

$$\omega^2+i\gamma\omega-2E_Fq=0,\qquad \omega=\pm\sqrt{2E_Fq-\frac{\gamma^2}{4}}-\frac{i\gamma}{2}.$$

The two signs describe waves running in opposite directions; take the plus sign. Without loss,

$$\boxed{\;\omega=\sqrt{2E_F\,q}\;}$$

or, with the constants restored,

$$\omega=\sqrt{\frac{e^2E_F\,q}{2\pi\varepsilon_0\hbar^2}} .$$

Fourfold $q$ doubles $\omega$.

The contrast with a bulk metal lies in the Coulomb interaction. For a Drude weight $D$, defined by $\sigma=iD/\omega$, continuity contributes $q^2$ and the interaction contributes $V(q)$, so $\omega^2=Dq^2V(q)$. In bulk $V=4\pi/q^2$ and the wavevector cancels. For a sheet $V=2\pi/q$, because the field lines spread into the vacuum on both sides, and one power of $q$ survives. With $D=E_F/\pi$ this is the result above. The square root therefore comes from the sheet geometry and a $q$-independent Drude weight. For independent electrons the Dirac spectrum fixes the value of $D$; electron–electron interactions, left out here, can change it in a real sheet.

### What loss does

At real $q$, the real part of $\omega$ is the oscillation frequency. The negative imaginary part makes the amplitude decay as $e^{-\gamma t/2}$. For weak loss,

$$\mathrm{Re}\,\omega\simeq\sqrt{2E_Fq}\left(1-\frac{\gamma^2}{16E_Fq}\right),$$

so the scaling holds approximately when $q\gg\gamma^2/(8E_F)$. Below $q=\gamma^2/(8E_F)$ the square root is imaginary and, within electrostatics, nothing oscillates. The slower root tends to $\omega\simeq-2iE_Fq/\gamma$: charge leaks away through a resistive sheet.

An antenna that drives the sheet at a real frequency asks a different question. Then $q$ is complex, and the same pole condition gives

$$q=\frac{\omega(\omega+i\gamma)}{2E_F},\qquad \mathrm{Re}\,q=\frac{\omega^2}{2E_F},\qquad \mathrm{Im}\,q=\frac{\omega\gamma}{2E_F}.$$

In this description $\omega\propto\sqrt{\mathrm{Re}\,q}$ holds for any $\gamma$ within the electrostatic Drude model. Loss appears as decay along the sheet.

### Your numbers

Take $v=10^6$ m/s, a mobility of 10000 cm²/Vs and 300 K, as round values for clean, doped graphene. Fields of wavevector $q$ fall by $e^{-qd}$ across a gap $d$, so $q=1/d=0.02$ nm⁻¹ is a representative value for $d=50$ nm.

The dc conductivity $E_F/(\pi\gamma)$ must equal density times mobility $\mu_e$. The density is $k_F^2/\pi=6.6\times10^{12}$ cm⁻², so in SI units

$$\gamma=\frac{e v^2}{\mu_eE_F}=\frac{(10^6\ \mathrm{m/s})^2}{(1\ \mathrm{m^2/Vs})(0.3\ \mathrm V)}=3.3\times10^{12}\ \mathrm{s^{-1}},$$

or $\hbar\gamma=0.0022$ eV. Using this dc rate at the plasmon frequency is an assumption of the Drude model; the actual loss there can differ. With $e^2/(4\pi\varepsilon_0)=1.44$ eV nm,

$$\hbar\omega=\sqrt{2(0.3\ \mathrm{eV})(1.44\ \mathrm{eV\,nm})(0.02\ \mathrm{nm^{-1}})}=0.131\ \mathrm{eV},$$

which is 31.8 THz. The plasmon wavelength is $2\pi/q=314$ nm (3142 Å). Damping lowers the real part by 0.0035 % and gives an imaginary part of $-0.0011$ eV.

The link to heat transfer is the power absorbed per area, $\tfrac12\mathrm{Re}\,\sigma\,q^2|\phi|^2$. Use $\phi=\phi_0/\varepsilon$, $\mathrm{Im}\,\varepsilon=2\pi q\,\mathrm{Re}\,\sigma/\omega$ and $\mathrm{Im}\,r=\mathrm{Im}\,\varepsilon/|\varepsilon|^2$:

$$P=\frac{q\,\omega}{4\pi}\,|\phi_0|^2\,\mathrm{Im}\,r .$$

At $\omega=\sqrt{2E_Fq}$ the formula for $r$ reduces to $r=i\omega/\gamma$, here about $60i$. At resonance the sheet thus absorbs strongly from a given evanescent field. The resonance is narrow, with a full width of about $\hbar\gamma=0.0022$ eV. The interband correction below shifts it by 0.003 eV, so the strong absorption occurs at the shifted frequency and no longer at exactly $\sqrt{2E_Fq}$. How much heat flows also depends on how strongly the mode is excited. Here $\hbar\omega/k_BT=5.1$, and the Bose occupation at 300 K is only 0.006. Modes of smaller $q$ have lower energy and are more populated.

### Where the law stops

**Small $q$: retardation.** For a bound wave the fields decay as $e^{-\kappa|z|}$, with $\kappa=\sqrt{q^2-\omega^2/c^2}$. Zero divergence outside the sheet gives $E_z=\pm iqE_x/\kappa$ above and below. Gauss's law, $2iqE_x/\kappa=4\pi\rho=4\pi q\sigma E_x/\omega$, then yields $1+2\pi i\kappa\sigma/\omega=0$. Without loss,

$$\omega^2=2E_F\kappa .$$

Here $q$ is 30 times $\omega/c$, and the energy falls by only 0.03 %. The electrostatic curve meets the light line $\omega=cq$ at $q=2E_F/c^2=2.2\times10^{-5}$ nm⁻¹. The overdamping limit is lower, $1.4\times10^{-6}$ nm⁻¹. For this sheet electrostatics therefore fails before the predicted overdamping is reached.

**Large $q$: moving electrons.** The Drude form ignores the distance an electron travels during a cycle. Let $u(\theta)$ be the energy by which the Fermi edge is displaced in direction $\theta$, and $U$ the electron's potential energy. Without collisions,

$$\omega u=qv\cos\theta\,(u+U),\qquad U=\frac{2\pi}{q}\,\frac{2E_F}{\pi v^2}\,\langle u\rangle ,$$

where $2E_F/(\pi v^2)$ is the density of states and the brackets average over angle. Solve for $u$, expand in $s=qv/\omega$, and average with $\langle\cos^2\theta\rangle=\tfrac12$ and $\langle\cos^4\theta\rangle=\tfrac38$:

$$1=\frac{2E_Fq}{\omega^2}\left(1+\frac34s^2+\dots\right)\quad\Rightarrow\quad \omega^2\simeq2E_Fq+\frac34v^2q^2 .$$

Solving the kinetic equation numerically, as a matrix eigenvalue problem with 120 directions on the Fermi circle, gives:

| $q$ (nm⁻¹) | square-root law (eV) | kinetic equation (eV) |
|---|---|---|
| 0.00125 | 0.03286 | 0.03287 |
| 0.005 | 0.06573 | 0.06579 |
| 0.02 | 0.13145 | 0.13195 |

Each fourfold step doubles the first energy column. The kinetic result lies 0.4 % higher at the last point.

**Large $q$: interband polarization.** Electrons can also be lifted virtually from the lower to the upper cone. At fixed $k$ the transition energy is $\Delta=2vk$. The velocity operator $v\sigma_x$ (a Pauli matrix) connects the two states with magnitude $v|\sin\theta|$, so the squared dipole is $v^2\sin^2\theta/\Delta^2=\sin^2\theta/(4k^2)$. Only $k>k_F$ has a full lower and an empty upper state. The polarizability per area at zero temperature is

$$\alpha=4\int_{k>k_F}\frac{d^2k}{(2\pi)^2}\,\frac{\sin^2\theta}{4k^2}\,\frac{2\Delta}{\Delta^2-\omega^2}
=\frac1\pi\int_{E_F}^{\infty}\frac{dE}{4E^2-\omega^2}
=\frac{1}{4\pi\omega}\ln\frac{2E_F+\omega}{2E_F-\omega}.$$

It adds a conductivity $-i\omega\alpha$, hence $2\pi q\alpha$ to $\varepsilon$. For $\omega\ll2E_F$ the logarithm is $\omega/E_F$, and the lossless pole becomes

$$\omega^2\simeq\frac{2E_Fq}{1+q/(2E_F)} .$$

Here $\omega/(2E_F)=0.22$. Solving with the full logarithm lowers the energy by 2.4 %, the largest of these single-sheet corrections.

**Temperature.** Each ring of energy $E$ contributes to the Drude weight in proportion to $E(-\partial f/\partial E)$, where $f$ is the Fermi function. For $k_BT\ll\mu$, with $\mu$ the chemical potential, integration by parts gives $\int f\,dE\simeq\mu$, so $\mu$ replaces $E_F$. Fixed carrier density requires $\int Ef\,dE\simeq\mu^2/2+\pi^2(k_BT)^2/6=E_F^2/2$. At 300 K this gives $\mu=0.296$ eV, and the plasmon energy falls by 0.6 %.

### The other side of the gap

Your heat-transfer problem has a second surface. Suppose it is an identical sheet. A field leaving one sheet is attenuated by $e^{-qd}$, reflected with $-r$, attenuated again and reflected with $-r$. It sustains itself if $r^2e^{-2qd}=1$, or $r=\pm e^{qd}$. Without loss $1/r=1-\omega^2/(2E_Fq)$, so

$$\omega_\pm^2=2E_Fq\left(1\pm e^{-qd}\right).$$

In the upper mode the charges on the two sheets are in phase and add to each other's restoring force; in the lower mode they are opposite. At $qd=1$ the energies are 0.154 and 0.105 eV, 17 % above and 20 % below the single-sheet value.

For $qd\ll1$, $1-e^{-qd}\simeq qd$, and the lower mode becomes $\omega_-\simeq q\sqrt{2E_Fd}$. It is linear in $q$, so the square-root law fails for that mode. With loss this mode is overdamped once $q\sqrt{2E_Fd}<\gamma/2$, here for $qd$ below about 0.008. The upper mode keeps the square root, $\omega_+\simeq\sqrt{4E_Fq}$. For $qd\gg1$ both return to the single-sheet result.

### Compared with a real device

The chosen mobility and Fermi energy are rough values for good doped graphene, but this density is very high for a suspended, gated sheet: a gate acting through vacuum needs the field $en/\varepsilon_0\approx1.2$ V/nm, with $n$ the density above, and pulls on the sheet with about 6 MPa. Such doping is easier to reach on a support, which breaks the freestanding assumption. If the half-space below has a frequency-independent permittivity $\varepsilon_s$, the slope condition for a free oscillation ($\phi_0=0$, as at a pole) becomes $q(1+\varepsilon_s)A=4\pi\rho$, and the lossless pole moves to

$$\omega^2=\frac{4E_Fq}{1+\varepsilon_s}.$$

At fixed $E_F$ and $q$, $\varepsilon_s=3$ lowers the frequency by a factor $\sqrt2$ and leaves the scaling intact. A polar substrate has a strongly frequency-dependent $\varepsilon_s$ near its phonons, and there the simple square root no longer follows. For your gap, 0.13 eV is thus a sound estimate for one isolated sheet within this model. The second surface and any support must be included before it is used to predict a heat flux.

Numbers in the example were calculated in double precision.
